# Small-Matrix Approximation and Off-Diagonal Expansion for Kohn-Sham Excitations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one transition to the response matrix

### 1. Two electrons and one empty orbital

Two electrons of opposite spin occupy the lowest Kohn-Sham orbital $\phi_1$, with energy $\varepsilon_1$. Suppose that one empty orbital $\phi_2$, with energy $\varepsilon_2$, is the only one available. Both orbitals are real. Write

$$\omega=\frac{\varepsilon_2-\varepsilon_1}{\hbar}>0,\qquad \Phi(\mathbf r)=\phi_1(\mathbf r)\phi_2(\mathbf r).$$

A weak disturbance mixes a little of $\phi_2$ into the occupied orbital:

$$\psi(t)=e^{-i\varepsilon_1t/\hbar}\,[\phi_1+a(t)\phi_2],\qquad |a|\ll1 .$$

The density of the two electrons is $n=2|\psi|^2$. To first order in $a$ its change is

$$\delta n=2\,(a+a^*)\,\phi_1\phi_2=4u\,\Phi,\qquad a=u+is,$$

with $u$ and $s$ real. One factor of two comes from the two electrons, the other from $a+a^*=2u$.

The changed density changes the Hartree and exchange-correlation potentials. Let $f_{\rm Hxc}(\mathbf r,\mathbf r')$ be the derivative of their sum at $\mathbf r$ with respect to the density at $\mathbf r'$. It is assumed here to be adiabatic: the potential at time $t$ depends on the density at the same time. Then

$$\delta v(\mathbf r,t)=\int f_{\rm Hxc}(\mathbf r,\mathbf r')\,\delta n(\mathbf r',t)\,d^3r'
=4u\int f_{\rm Hxc}(\mathbf r,\mathbf r')\,\Phi(\mathbf r')\,d^3r'.$$

Insert $\psi$ in the time-dependent Kohn-Sham equation, keep first-order terms and project on $\phi_2$. After division by $\hbar$,

$$i\dot a=\omega a+4fu,\qquad
f=\frac1\hbar\iint\Phi(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\Phi(\mathbf r')\,d^3r\,d^3r'.$$

The quantity $f$ is an angular frequency. Since $i\dot a=i\dot u-\dot s$, the imaginary and real parts are

$$\dot u=\omega s,\qquad -\dot s=(\omega+4f)u .$$

Differentiating the first equation and using the second gives

$$\ddot u=\omega\dot s=-\omega(\omega+4f)u .$$

This is a harmonic oscillator with frequency

$$\Omega^2=\omega^2+4\omega f .$$

The kernel acts as an additional spring. It enters the equation for $\dot s$, where the density change $u$ produces a restoring force, and is absent from the equation for $\dot u$. A positive $f$ stiffens the oscillator. If $\omega+4f<0$, then $\Omega^2<0$: a small density change grows, and the assumed ground state is unstable.

### 2. Why the strength does not change

Give each electron a small momentum $\hbar k$ along $x$ at $t=0$. This multiplies the orbital by $e^{ikx}\approx1+ikx$. With $x_{21}=\int\phi_2x\phi_1\,d^3r$, the amplitude just after the kick is $a(0)=ikx_{21}$, so that

$$u(0)=0,\qquad s(0)=kx_{21},\qquad \dot u(0)=\omega kx_{21}.$$

The component of $ikx\phi_1$ along $\phi_1$ is a phase and does not change the density at first order. The solution is

$$u(t)=\omega kx_{21}\frac{\sin\Omega t}{\Omega}.$$

The summed position of the two electrons changes by

$$\delta\langle x\rangle(t)=\int x\,\delta n\,d^3r=4x_{21}u(t)=4\omega kx_{21}^2\,\frac{\sin\Omega t}{\Omega}.$$

Define the oscillator strength $F$ for the $x$ direction by $\delta\langle x\rangle=(\hbar k/m)\,F\sin(\Omega t)/\Omega$, where $m$ is the electron mass. Comparison gives

$$F=\frac{4m\omega}{\hbar}x_{21}^2 .$$

This contains the Kohn-Sham frequency $\omega$, not $\Omega$, and equals the strength obtained with $f=0$. The reason is visible in the motion. The strength fixes the initial velocity, $(\hbar k/m)F$. Immediately after the kick the density has not yet changed, so the kernel has nothing to act on. It alters the subsequent oscillation but not the initial velocity.

With several transitions the same argument protects the total strength. The kernel can then redistribute it among the excitations, and the rest of these notes finds how much.

### 3. All transitions together

Consider a finite closed-shell system at zero temperature, with real orbitals, each occupied one holding two electrons. The disturbance acts equally on both spins, so the response contains spin-singlet excitations. The kernel remains adiabatic and is symmetric, $f_{\rm Hxc}(\mathbf r,\mathbf r')=f_{\rm Hxc}(\mathbf r',\mathbf r)$, because it is a second functional derivative of an energy.

Let $i,j$ denote occupied orbitals and $a$ an empty one. A transition $q=(i\to a)$ counts one pair of spatial orbitals, with

$$\omega_q=\frac{\varepsilon_a-\varepsilon_i}{\hbar}>0,\qquad
\Phi_q=\phi_i\phi_a,$$

$$f_{qq'}=\frac1\hbar\iint\Phi_q(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\Phi_{q'}(\mathbf r')\,d^3r\,d^3r'.$$

Write each occupied orbital as

$$\psi_i=e^{-i\varepsilon_it/\hbar}\Big[\phi_i+\sum_j b_{ij}\phi_j+\sum_a a_{ia}\phi_a\Big].$$

The mixing among occupied orbitals leaves the density unchanged at first order. Indeed, the orbitals stay orthonormal, and the first-order part of $\langle\psi_i|\psi_j\rangle=\delta_{ij}$ requires $b_{ij}^*+b_{ji}=0$. The density change from these terms is

$$2\sum_{ij}(b_{ij}+b_{ij}^*)\phi_i\phi_j
=2\sum_{ij}(b_{ij}+b_{ji}^*)\phi_i\phi_j=0 .$$

The first equality exchanges the names $i$ and $j$ in the second term; the last uses the complex conjugate of the orthonormality condition.

What remains, with $a_q=u_q+is_q$, is

$$\delta n=4\sum_qu_q\Phi_q .$$

Let $v(\mathbf r,t)$ be the applied change of an electron's potential energy and $v_q=\int\Phi_qv\,d^3r$. Projection of the Kohn-Sham equation for $\psi_i$ on $\phi_a$ gives, as before,

$$i\dot a_q=\omega_qa_q+\frac{v_q}{\hbar}+4\sum_{q'}f_{qq'}u_{q'} .$$

Its imaginary and real parts are

$$\dot u_q=\omega_qs_q,\qquad
-\dot s_q=\omega_qu_q+\frac{v_q}{\hbar}+4\sum_{q'}f_{qq'}u_{q'} .$$

Eliminate $s_q$ and set $c_q=4u_q$, so that $\delta n=\sum_qc_q\Phi_q$:

$$\ddot c_q+\omega_q^2c_q+4\omega_q\sum_{q'}f_{qq'}c_{q'}=-\frac{4\omega_q}{\hbar}v_q .$$

These are coupled oscillators, one for each Kohn-Sham transition. Without the kernel and at frequency $\omega$, where $\ddot c_q=-\omega^2c_q$, they give the Kohn-Sham response

$$c_q=\frac{4\omega_q}{\hbar(\omega^2-\omega_q^2)}v_q .$$

With the kernel, the applied potential is supplemented by the potential that the density change itself creates. This is the content of the Dyson equation of linear response.

### 4. A symmetric matrix

The coupling $4\omega_qf_{qq'}$ is not symmetric, because it carries $\omega_q$ but not $\omega_{q'}$. Put $c_q=\sqrt{\omega_q}\,b_q$ and divide by $\sqrt{\omega_q}$:

$$\ddot b_q+\sum_{q'}M_{qq'}b_{q'}=-\frac{4\sqrt{\omega_q}}{\hbar}v_q,$$

$$M_{qq'}=\omega_q^2\delta_{qq'}+4\sqrt{\omega_q\omega_{q'}}\,f_{qq'} .$$

Now $M$ is real and symmetric. It has orthonormal eigenvectors $Z_n$, with components $Z_{qn}$, and real eigenvalues:

$$MZ_n=\Omega_n^2Z_n .$$

If all eigenvalues are positive, their square roots are the excitation frequencies. A negative one signals the instability met in the one-transition case. Positive eigenvalues show stability only against disturbances that are equal for both spins; an instability in which the two spin densities move oppositely is not visible in this singlet matrix.

The factor four belongs to this counting. One factor of two is the spin occupation, the other comes from adding an amplitude to its complex conjugate. If the two spin copies of a transition were counted separately, the matrix and the labels would look different.

### 5. Oscillator strengths

Apply a field $E$ along $x$. An electron has charge $-e$, so its potential energy changes by $v=eEx$, and $v_q=eEx_q$ with $x_q=\int\Phi_qx\,d^3r$. At frequency $\omega$,

$$b_q=\frac{4eE}{\hbar}\sum_{q'}\big[(\omega^2-M)^{-1}\big]_{qq'}\sqrt{\omega_{q'}}\,x_{q'} .$$

The induced dipole is $-e\sum_qc_qx_q=-e\sum_q\sqrt{\omega_q}x_qb_q$. Dividing by $E$ and expanding the inverse in eigenvectors gives the polarizability

$$\alpha(\omega)=\frac{4e^2}{\hbar}\sum_n
\frac{\big(\sum_q\sqrt{\omega_q}x_qZ_{qn}\big)^2}{\Omega_n^2-\omega^2}.$$

The minus sign of the dipole has reversed the denominator. With

$$g_q=\sqrt{\frac{4m\omega_q}{\hbar}}\;x_q,\qquad
F_n=\Big(\sum_qg_qZ_{qn}\Big)^2,$$

this becomes

$$\alpha(\omega)=\frac{e^2}{m}\sum_n\frac{F_n}{\Omega_n^2-\omega^2} .$$

Without a kernel $M$ is diagonal, each eigenvector has a single component, and the strength is $g_q^2$. Thus $g_q^2$ is the Kohn-Sham oscillator strength and $g_q$ its signed amplitude. The sign matters as soon as transitions mix, since amplitudes are added before they are squared.

The same strengths describe the response to a kick. The potential energy $v=-\hbar kx\,\delta(t)$ gives each electron the momentum $\hbar k$. Integrating the equation for $b_q$ across $t=0$ gives $b_q=0$ and $\dot b_q=4k\sqrt{\omega_q}x_q$ just afterwards. Expansion in eigenvectors then yields

$$\delta\langle x\rangle(t)=\frac{\hbar k}{m}\sum_nF_n\frac{\sin\Omega_nt}{\Omega_n} .$$

### 6. The total strength

Because the $Z_n$ form a complete orthonormal set in the space of transitions,

$$\sum_nF_n=\sum_{qq'}g_qg_{q'}\sum_nZ_{qn}Z_{q'n}=\sum_qg_q^2 .$$

The kernel moves strength about without creating any. For a complete set of empty orbitals and a local Kohn-Sham potential, the sum equals the number of electrons $N$. To see this, let $h$ be the Kohn-Sham Hamiltonian. Since only its kinetic part fails to commute with $x$,

$$[h,x]=-\frac{\hbar^2}{m}\frac{\partial}{\partial x},\qquad
[x,[h,x]]=\frac{\hbar^2}{m}.$$

Writing out the double commutator as $2xhx-x^2h-hx^2$ and taking its expectation value in $\phi_i$ gives

$$2\sum_{p}(\varepsilon_p-\varepsilon_i)x_{pi}^2=\frac{\hbar^2}{m},$$

where $p$ runs over all orbitals. On summing over the $N/2$ occupied $i$, terms with $p$ also occupied cancel in pairs, because the energy difference changes sign. Therefore

$$\sum_qg_q^2=\frac{4m}{\hbar^2}\sum_{ia}(\varepsilon_a-\varepsilon_i)x_{ia}^2
=\frac{4m}{\hbar^2}\,\frac N2\,\frac{\hbar^2}{2m}=N .$$

### 7. The small-matrix approximation

Discard the off-diagonal elements of $M$ and keep the diagonal in full. Each transition becomes the single oscillator of Section 1:

$$\Omega^2=\omega_q^2+4\omega_qf_{qq}\equiv D_q,\qquad Z=e_q,\qquad F=g_q^2,$$

where $e_q$ is the unit vector belonging to transition $q$. The frequency has moved but the oscillator strength is still the Kohn-Sham one.

The transition dipole does change. For an excitation with transition matrix element $X$ of the summed electron position, the strength is $F=2m\Omega|X|^2/\hbar$. In the Kohn-Sham system the singlet combination of the two spin transitions has $|X_s|^2=2x_q^2$, which reproduces $g_q^2=4m\omega_qx_q^2/\hbar$. Equating the two strengths gives

$$|X|^2=\frac{\omega_q}{\Omega}|X_s|^2 .$$

An upward shift thus comes with a smaller squared dipole, and their product with the frequency is preserved.

### 8. The single-pole approximation

If also $|f_{qq}|\ll\omega_q$, the square root can be expanded:

$$\Omega=\omega_q\sqrt{1+\frac{4f_{qq}}{\omega_q}}
=\omega_q+2f_{qq}-\frac{2f_{qq}^2}{\omega_q}+\dots$$

The first two terms form the single-pole approximation. The series converges for $|4f_{qq}/\omega_q|<1$; beyond that the square root must be kept.

The linear form also follows from the equation of motion in Section 1. There the coupling is $4fu=2f(a+a^*)$. Dropping $a^*$ leaves $i\dot a=(\omega+2f)a$, hence $\Omega=\omega+2f$. The strength then differs, however. After the kick $a=ikx_{21}e^{-i\Omega t}$, so $u=kx_{21}\sin\Omega t$ and

$$F=\frac{4m\Omega}{\hbar}x_{21}^2 .$$

This truncation preserves the dipole and multiplies the Kohn-Sham strength by $\Omega/\omega$. Retaining $a^*$ is what keeps the strength unchanged.

## Second half: the off-diagonal expansion and an example

### 9. Symbols and results carried over

A transition $q$ has Kohn-Sham frequency $\omega_q$, kernel elements $f_{qq'}$ (angular frequencies) and signed strength amplitude $g_q$. Its Kohn-Sham oscillator strength is $g_q^2$. For a closed shell, singlet excitations and an adiabatic kernel, the squared excitation frequencies $\Omega_n^2$ are the eigenvalues of a real symmetric matrix $M$ with orthonormal eigenvectors $Z_n$, and the strengths are $F_n=(\sum_qg_qZ_{qn})^2$. Separate the matrix into its diagonal and the rest:

$$D_q=\omega_q^2+4\omega_qf_{qq},\qquad
W_{qp}=4\sqrt{\omega_q\omega_p}\,f_{qp}\quad(p\neq q),\qquad W_{qq}=0 .$$

The small-matrix approximation is $\Omega^2=D_q$ with $F=g_q^2$. The total strength $\sum_nF_n=\sum_qg_q^2$ is unaffected by the kernel.

### 10. Expansion in the off-diagonal elements

Write $M=D+\lambda W$, where $D$ is the diagonal matrix and $\lambda$ counts powers of $W$. At the end $\lambda=1$. The diagonal kernel elements are kept in full at every order, so this is not an expansion in the whole kernel.

Follow the eigenvector that starts as $e_q$, with its $q$ component held at one until the final normalization:

$$Z=e_q+\lambda y+\lambda^2y'+\dots,\qquad y_q=y'_q=0,$$

$$\Omega_q^2=D_q+\lambda\Lambda_1+\lambda^2\Lambda_2+\dots$$

Insert these in $(D+\lambda W)Z=\Omega_q^2Z$. At first order,

$$Dy+We_q=D_qy+\Lambda_1e_q .$$

The $q$ component gives $\Lambda_1=W_{qq}=0$. A component $p\neq q$ gives $D_py_p+W_{pq}=D_qy_p$, so

$$y_p=\frac{W_{pq}}{D_q-D_p}.$$

At second order, with $\Lambda_1=0$,

$$Dy'+Wy=D_qy'+\Lambda_2e_q .$$

Its $q$ component is $\Lambda_2=\sum_pW_{qp}y_p$. The result is the Appel-Gross-Burke expansion to this order:

$$\Omega_q^2=\omega_q^2+4\omega_qf_{qq}
+\sum_{p\neq q}\frac{W_{qp}^2}{D_q-D_p}+O(W^3).$$

A transition lying above $q$ contributes a negative term and one lying below contributes a positive term. Coupled transitions repel each other. The small-matrix frequency has no correction at first order in $W$, since the entire diagonal was put into $D_q$.

The squared excitation frequencies are now known through second order in the off-diagonal elements $W$, and the small-matrix value has no first-order correction. What remains is the effect of $W$ on the oscillator strengths, the cases of close transitions and of a frequency-dependent kernel, and a numerical example.
